# Both roots of coupled-cluster doubles in minimal-basis H2: a program that tests the result

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Coupled-cluster doubles (CCD) for H2 in a minimal basis (STO-3G).

Result under test: with T = t P, where P moves both electrons from the
gerade orbital g to the ungerade orbital u, the CCD equation is
    K t^2 - 2 Delta t - K = 0,
its roots multiply to -1, and E0 + K t gives both gerade singlet
eigenvalues of full CI.
Symbols: E0, E1 = energies of the determinants g^2 and u^2 (with nuclear
repulsion), Delta = (E1 - E0)/2, K = (gu|gu), R = bond length in bohr.
All energies are in hartree unless a label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import brentq
from pyscf import gto

# Fermion operators on the 16-dimensional Fock space.
# Spin-orbital order: g alpha, g beta, u alpha, u beta.
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign = np.diag([1.0, -1.0])


def annihilator(k):
    matrix = np.eye(1)
    for j in range(4):
        factor = sign if j < k else (lower if j == k else np.eye(2))
        matrix = np.kron(matrix, factor)
    return matrix


ann = [annihilator(k) for k in range(4)]
cre = [a.T for a in ann]
vacuum = np.zeros(16)
vacuum[0] = 1.0
phi0 = cre[0] @ cre[1] @ vacuum
P = cre[2] @ ann[0] @ cre[3] @ ann[1]
phi1 = P @ phi0
assert np.allclose(P @ P, 0.0) and np.isclose(phi1 @ phi1, 1.0)

number = sum(c @ a for c, a in zip(cre, ann))
number_u = cre[2] @ ann[2] + cre[3] @ ann[3]
parity = np.diag((-1.0) ** np.rint(np.diag(number_u)))
s_plus = cre[0] @ ann[1] + cre[2] @ ann[3]
s_z = 0.5 * (cre[0] @ ann[0] - cre[1] @ ann[1]
             + cre[2] @ ann[2] - cre[3] @ ann[3])
spin_squared = s_plus.T @ s_plus + s_z @ (s_z + np.eye(16))
two_electron = np.where(np.rint(np.diag(number)) == 2)[0]
sector = np.ix_(two_electron, two_electron)
assert len(two_electron) == 6

# Count the gerade singlets by projecting on the symmetry labels.
label_penalty = spin_squared + np.eye(16) - parity
label_values = np.linalg.eigvalsh(label_penalty[sector])
gerade_singlets = int(np.sum(np.abs(label_values) < 1e-10))
assert gerade_singlets == 2


def analyse(R):
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]],
                basis="sto-3g", unit="Bohr", verbose=0)
    overlap = mol.intor("int1e_ovlp")[0, 1]
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri_atomic = mol.intor("int2e").reshape(2, 2, 2, 2)
    norm_g = 1 / np.sqrt(2 * (1 + overlap))
    norm_u = 1 / np.sqrt(2 * (1 - overlap))
    C = np.array([[norm_g, norm_u], [norm_g, -norm_u]])
    h = C.T @ core @ C
    eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", eri_atomic, C, C, C, C)
    v_nn = 1.0 / R

    # Hamiltonian from its second-quantized definition.
    H = v_nn * np.eye(16)
    for p in range(2):
        for q in range(2):
            for s in range(2):
                H += h[p, q] * cre[2*p + s] @ ann[2*q + s]
            for r in range(2):
                for w in range(2):
                    for s in range(2):
                        for z in range(2):
                            H += (0.5 * eri[p, q, r, w]
                                  * cre[2*p + s] @ cre[2*r + z]
                                  @ ann[2*w + z] @ ann[2*q + s])
    assert np.allclose(H @ parity, parity @ H, atol=1e-11)
    assert np.allclose(H @ spin_squared, spin_squared @ H, atol=1e-11)

    # Integral formulas against Fock-space matrix elements.
    E0 = 2 * h[0, 0] + eri[0, 0, 0, 0] + v_nn
    E1 = 2 * h[1, 1] + eri[1, 1, 1, 1] + v_nn
    K = eri[0, 1, 0, 1]
    assert abs(E0 - phi0 @ H @ phi0) < 1e-11
    assert abs(E1 - phi1 @ H @ phi1) < 1e-11
    assert abs(K - phi1 @ H @ phi0) < 1e-11 and K > 0
    delta = 0.5 * (E1 - E0)

    # CCD from the exponential definition.
    def transformed(t):
        return expm(-t * P) @ H @ expm(t * P) @ phi0

    def residual(t):
        return phi1 @ transformed(t)

    for t in (-2.3, -0.4, 0.7, 3.1):
        assert abs(residual(t) - (K + 2*delta*t - K*t*t)) < 1e-10
    roots = np.array([brentq(residual, -50, 0, xtol=1e-13),
                      brentq(residual, 0, 50, xtol=1e-13)])
    energies = np.array([phi0 @ transformed(t) for t in roots])

    # Full CI: unwanted symmetries are pushed up, gerade singlets stay.
    shifted = H[sector] + 20 * label_penalty[sector]
    values, vectors = np.linalg.eigh(shifted)
    fci = values[:2]
    occupations = []
    root_term = np.sqrt(delta**2 + K**2)
    for k in range(2):
        t = roots[k]
        vector = np.zeros(16)
        vector[two_electron] = vectors[:, k]
        ratio = (phi1 @ vector) / (phi0 @ vector)
        n_u = vector @ number_u @ vector
        occupations.append(n_u)
        psi = expm(t * P) @ phi0
        assert abs(ratio - t) < 1e-8
        assert abs(n_u - 2 * t*t / (1 + t*t)) < 1e-9
        assert np.allclose(H @ psi, energies[k] * psi, atol=1e-9)
        assert abs(t - (delta + (2*k - 1) * root_term) / K) < 1e-9
        for s in range(2):
            single = cre[2 + s] @ ann[s] @ phi0
            assert abs(single @ transformed(t)) < 1e-10
    assert np.allclose(energies, fci, atol=1e-9)
    assert abs(roots[0] * roots[1] + 1) < 1e-9
    assert abs(sum(occupations) - 2) < 1e-9

    return dict(H=H, overlap=overlap, h_g=h[0, 0], h_u=h[1, 1],
                J_gg=eri[0, 0, 0, 0], J_uu=eri[1, 1, 1, 1],
                v_nn=v_nn, E0=E0, E1=E1, K=K, delta=delta,
                root_term=root_term, t_low=roots[0], t_high=roots[1],
                product=roots[0] * roots[1],
                E_low=energies[0], E_high=energies[1],
                F_low=fci[0], F_high=fci[1],
                n_low=occupations[0], n_high=occupations[1],
                U=eri_atomic[0, 0, 0, 0])


distances = [1.4, 3.0, 6.0]
results = [analyse(R) for R in distances]

# Linearized CCD from the commutator expansion cut after first order.
for d in results:
    H = d["H"]
    commutator = H @ P - P @ H
    t_linear = -(phi1 @ H @ phi0) / (phi1 @ commutator @ phi0)
    E_linear = phi0 @ (H + t_linear * commutator) @ phi0
    formula = d["E0"] - d["K"]**2 / (2 * d["delta"])
    assert abs(E_linear - formula) < 1e-8 * max(1, abs(formula))
    assert d["delta"] > 0 and abs(d["t_low"]) < 1
    assert E_linear < d["F_low"]
    d["t_lin"], d["E_lin"] = t_linear, E_linear

# Separated atoms, compared with an independent one-atom calculation.
R_far = 20.0
far = analyse(R_far)
atom = gto.M(atom="H 0 0 0", basis="sto-3g", spin=1, verbose=0)
E_atom = (atom.intor("int1e_kin") + atom.intor("int1e_nuc"))[0, 0]
assert abs(far["E_low"] - 2 * E_atom) < 1e-7
assert abs(far["K"] - 0.5 * (far["U"] - 1 / R_far)) < 1e-7
assert abs(far["E0"] - 2 * E_atom - far["K"]) < 1e-7
assert abs(far["t_low"] + 1) < 1e-6 and abs(far["t_high"] - 1) < 1e-6
assert abs(far["n_low"] - 1) < 1e-6

print("H2, STO-3G; energies in hartree; t and n_u have no unit")
print("gerade singlets among 6 determinants:", gerade_singlets)
print(f"{'R (bohr)':27s}" + "".join(f"{R:13.1f}" for R in distances))
rows = [("overlap S (no unit)", "overlap"), ("h_g", "h_g"),
        ("h_u", "h_u"), ("(gg|gg)", "J_gg"), ("(uu|uu)", "J_uu"),
        ("nuclear repulsion", "v_nn"), ("E0", "E0"), ("E1", "E1"),
        ("K", "K"), ("Delta", "delta"),
        ("sqrt(Delta^2+K^2)", "root_term"),
        ("t lower root", "t_low"), ("t upper root", "t_high"),
        ("product of roots", "product"),
        ("CCD energy, lower", "E_low"), ("full CI, lower", "F_low"),
        ("CCD energy, upper", "E_high"), ("full CI, upper", "F_high"),
        ("n_u, lower state", "n_low"), ("n_u, upper state", "n_high"),
        ("t linearized CCD", "t_lin"), ("E linearized CCD", "E_lin")]
for label, key in rows:
    print(f"{label:27s}" + "".join(f"{d[key]:13.6f}" for d in results))

to_eV = physical_constants["Hartree energy in eV"][0]
near = results[0]
correlation = near["E_low"] - near["E0"]
gap = near["E_high"] - near["E_low"]
print(f"R=1.4 bohr: E_lower - E0 = {correlation:.6f} hartree"
      f" = {correlation * to_eV:.4f} eV")
print(f"R=1.4 bohr: E_upper - E_lower = {gap:.6f} hartree"
      f" = {gap * to_eV:.3f} eV")
print(f"Separated limit, R = {R_far:.1f} bohr")
print(f"one H atom, STO-3G: {E_atom:.6f} hartree")
print(f"two H atoms, STO-3G: {2 * E_atom:.6f} hartree")
print(f"U = (aa|aa): {far['U']:.6f} hartree")
print(f"K: {far['K']:.6f} hartree")
print(f"E0: {far['E0']:.6f} hartree")
print(f"CCD lower: {far['E_low']:.6f} hartree")
print(f"CCD upper: {far['E_high']:.6f} hartree")
print(f"t lower, upper: {far['t_low']:.6f}, {far['t_high']:.6f}")
print(f"n_u, lower state: {far['n_low']:.6f}")
print("success")
```

Running it gives:

```
H2, STO-3G; energies in hartree; t and n_u have no unit
gerade singlets among 6 determinants: 2
R (bohr)                             1.4          3.0          6.0
overlap S (no unit)             0.659318     0.226190     0.012531
h_g                            -1.252797    -0.880883    -0.639604
h_u                            -0.475602    -0.669233    -0.626732
(gg|gg)                         0.674594     0.543158     0.467465
(uu|uu)                         0.697495     0.573432     0.473962
nuclear repulsion               0.714286     0.333333     0.166667
E0                             -1.116714    -0.885275    -0.645077
E1                              0.460576    -0.431701    -0.612834
K                               0.181258     0.235117     0.304020
Delta                           0.788645     0.226787     0.016121
sqrt(Delta^2+K^2)               0.809207     0.326669     0.304447
t lower root                   -0.113438    -0.424817    -0.948378
t upper root                    8.815352     2.353956     1.054432
product of roots               -1.000000    -1.000000    -1.000000
CCD energy, lower              -1.137276    -0.985157    -0.933402
full CI, lower                 -1.137276    -0.985157    -0.933402
CCD energy, upper               0.481138    -0.331819    -0.324509
full CI, upper                  0.481138    -0.331819    -0.324509
n_u, lower state                0.025410     0.305759     0.947047
n_u, upper state                1.974590     1.694241     1.052953
t linearized CCD               -0.114917    -0.518366    -9.429170
E linearized CCD               -1.137544    -1.007152    -3.511728
R=1.4 bohr: E_lower - E0 = -0.020562 hartree = -0.5595 eV
R=1.4 bohr: E_upper - E_lower = 1.618414 hartree = 44.039 eV
Separated limit, R = 20.0 bohr
one H atom, STO-3G: -0.466582 hartree
two H atoms, STO-3G: -0.933164 hartree
U = (aa|aa): 0.774606 hartree
K: 0.362303 hartree
E0: -0.570861 hartree
CCD lower: -0.933164 hartree
CCD upper: -0.208558 hartree
t lower, upper: -1.000000, 1.000000
n_u, lower state: 1.000000
success
```
